\section*{Vineyard's Harmonic Attempt Frequency for Ion Hopping}

\section*{The problem}

In a resistive memory an ion stays in one site for a very large number of vibrations and then jumps to a neighbouring site. Its hop rate is commonly written as an attempt frequency times a Boltzmann factor. The ion does not vibrate alone, however, and the task is to find which combination of the lattice frequencies the attempt frequency is.

Let $N$ vibrational coordinates $x_i$ with masses $m_i$ move in a potential $V$. The site is a minimum $A$. The exit is a first-order saddle $S$, a stationary point with one direction of negative curvature, at height $\Delta V=V_S-V_A$. The nuclei are classical, the well is in thermal equilibrium, and $kT\ll\Delta V$. After a crossing the ion loses its excess energy before it can return. The surrounding lattice is held fixed at its outer edge, so there are no free translations. There is one exit; the rates of several exits add.

\section*{(a) The rate as a flux}

\textbf{Question.} Express the rate of crossing a plane through $S$ by integrals over positions alone.

\textbf{Solution.} Use mass-weighted coordinates $q_i=\sqrt{m_i}\,x_i$. The kinetic energy becomes
\begin{equation}
\tfrac12\sum_i m_i\dot x_i^2=\tfrac12\sum_i\dot q_i^2 ,
\end{equation}
so the velocity component $v$ along any unit vector $\mathbf n$ has the same Gaussian distribution, of variance $kT$. Its mean one-way value is
\begin{equation}
\langle v\,\theta(v)\rangle=\frac{\int_0^\infty v\,e^{-v^2/2kT}dv}{\int_{-\infty}^{\infty}e^{-v^2/2kT}dv}
=\frac{kT}{\sqrt{2\pi kT}}=\sqrt{\frac{kT}{2\pi}} .
\end{equation}
Here $\theta$ is the unit step. The probability density of being on the plane, given that the system belongs to the well, is the surface integral of $e^{-V/kT}$ divided by its well integral. Positions and velocities are independent in equilibrium, so the one-way flux is
\begin{equation}
\Gamma=\sqrt{\frac{kT}{2\pi}}\;
\frac{\int_{\rm plane}e^{-V/kT}\,dS}{\int_{\rm well}e^{-V/kT}\,d^Nq}.
\label{flux}
\end{equation}
This is the transition-state rate. It counts every outward crossing as an escape, which part (c) examines.

\section*{(b) The attempt frequency}

\textbf{Question.} Evaluate the rate with quadratic expansions at $A$ and $S$, taking the plane normal to the unstable mode.

\textbf{Solution.} Let $K_{ij}=\partial^2V/\partial q_i\partial q_j$. At $A$ its eigenvalues are $\omega_i^2>0$ for $i=1,\dots,N$. In normal coordinates the well integral is a product of Gaussians. Since $kT\ll\Delta V$, their limits may be taken to infinity:
\begin{equation}
\int_{\rm well}e^{-V/kT}d^Nq=e^{-V_A/kT}\prod_{i=1}^{N}\frac{\sqrt{2\pi kT}}{\omega_i}.
\end{equation}
At $S$ the eigenvalues are $-\omega_u^2$ and $\omega_j'^2>0$ for $j=1,\dots,N-1$. The unstable coordinate $q_u$ is zero on the chosen plane, which leaves
\begin{equation}
\int_{\rm plane}e^{-V/kT}dS=e^{-V_S/kT}\prod_{j=1}^{N-1}\frac{\sqrt{2\pi kT}}{\omega_j'}.
\end{equation}
The quotient has one factor $\sqrt{2\pi kT}$ fewer above than below. Hence
\begin{equation}
\Gamma=\sqrt{\frac{kT}{2\pi}}\,\frac{1}{\sqrt{2\pi kT}}\,
\frac{\prod_{i=1}^N\omega_i}{\prod_{j=1}^{N-1}\omega_j'}\,e^{-\Delta V/kT}
=\frac1{2\pi}\frac{\prod_i\omega_i}{\prod_j\omega_j'}\,e^{-\Delta V/kT}.
\end{equation}
Put $\omega=2\pi\nu$. The products supply $(2\pi)^N/(2\pi)^{N-1}=2\pi$, which cancels the prefactor:
\begin{equation}
\boxed{\;\Gamma=\nu^*e^{-\Delta V/kT},\qquad
\nu^*=\frac{\prod_{i=1}^{N}\nu_i}{\prod_{j=1}^{N-1}\nu_j'}\;}
\label{vineyard}
\end{equation}
For $N=1$ the lower product is empty and $\nu^*=\nu_1$, the vibration frequency in the well. For larger $N$, $\nu^*$ need not equal any single mode frequency. Modes that stiffen at the saddle reduce it, because a narrow pass is entered less often than a wide one of the same height. Modes that soften raise it.

\section*{(c) Why this plane}

\textbf{Question.} How does the flux change if the plane through $S$ is tilted, and do trajectories recross the plane of part (b)?

\textbf{Solution.} Let the unit normal have components $n_u\neq0$ and $n_j$ along the saddle modes. On the plane $n_uq_u+\sum_jn_jq_j=0$, so $q_u=-\sum_jn_jq_j/n_u$. The area element is $dS=\prod_jdq_j/|n_u|$. Twice the potential energy above $V_S$ is
\begin{equation}
\sum_j\omega_j'^2q_j^2-\frac{\omega_u^2}{n_u^2}\Big(\sum_jn_jq_j\Big)^2
=\sum_jy_j^2-\Big(\sum_jb_jy_j\Big)^2,
\end{equation}
with $y_j=\omega_j'q_j$ and $b_j=\omega_un_j/(n_u\omega_j')$. The matrix $1-\mathbf b\mathbf b^T$ has eigenvalue $1-b^2$ along $\mathbf b$ and $1$ in every perpendicular direction, so its determinant is $1-b^2$. Relative to part (b), the surface integral is multiplied by
\begin{equation}
\frac{1}{|n_u|\sqrt{1-b^2}}=
\Big[n_u^2-\omega_u^2\sum_j\frac{n_j^2}{\omega_j'^2}\Big]^{-1/2}\ge1 .
\label{tilt}
\end{equation}
The inequality holds because $n_u^2\le1$ and the subtracted sum is not negative. Equality requires all $n_j=0$. If the bracket is not positive, the quadratic potential fails to rise along some direction in the plane, and the integral diverges. Among planes through $S$, the one normal to the unstable mode therefore gives the least flux.

In the quadratic region the unstable mode obeys $\ddot q_u=\omega_u^2q_u$, independently of the others. A trajectory that starts on the plane with velocity $v_u$ follows
\begin{equation}
q_u(t)=\frac{v_u}{\omega_u}\sinh\omega_ut ,
\end{equation}
which vanishes only at $t=0$. There is no recrossing within this region. A later return from the far well is excluded by the assumed energy loss, not by this equation.

\section*{(d) The role of the masses}

\textbf{Question.} Write $\nu^*$ with ordinary force constants, find its dependence on each mass, and treat a free periodic crystal.

\textbf{Solution.} Let $H_{ij}=\partial^2V/\partial x_i\partial x_j$ and let $M$ be the diagonal mass matrix. Then $K=M^{-1/2}HM^{-1/2}$ and $\det K=\det H/\det M$. The stable product at the saddle is $\prod_j\omega_j'^2=|\det K_S|/\omega_u^2$. The factors $\det M$ cancel, so
\begin{equation}
\nu^*=\frac1{2\pi}\sqrt{\frac{\det K_A}{|\det K_S|/\omega_u^2}}
=\frac{\omega_u}{2\pi}\sqrt{\frac{\det H_A}{|\det H_S|}} .
\end{equation}
The matrices $H$ do not contain the masses, which therefore enter through $\omega_u$ alone. Change $\ln m_i$ by $\delta$. With $P_i$ the projector on coordinate $i$, $M^{-1/2}$ changes by $-\tfrac12\delta\,P_iM^{-1/2}$, and
\begin{equation}
\delta K=-\tfrac12\delta\,(P_iK+KP_i).
\end{equation}
Let $\mathbf e_u$ be the normalized unstable eigenvector, with $K\mathbf e_u=-\omega_u^2\mathbf e_u$. Its own change does not alter the eigenvalue to first order, because it is perpendicular to $\mathbf e_u$. Thus
\begin{equation}
\delta(-\omega_u^2)=\mathbf e_u^T\,\delta K\,\mathbf e_u=\delta\,\omega_u^2e_{u,i}^2
\quad\Rightarrow\quad
\frac{\partial\ln\nu^*}{\partial\ln m_i}=-\tfrac12e_{u,i}^2 .
\end{equation}
The exponents sum to $-\tfrac12$: scaling all masses together scales $\nu^*$ as the inverse square root of mass.

In a free periodic crystal of $n$ atoms, three eigenvalues vanish at both points. The translations are perpendicular to $\mathbf e_u$ and lie in the dividing plane. They contribute the same volume to both integrals in (\ref{flux}) and cancel. The upper product then has $3n-3$ frequencies and the lower one $3n-4$.

\section*{(e) Anharmonic and quantum corrections}

\textbf{Question.} What is the first power of $T$ in the anharmonic correction, and how do quantized vibrations and tunnelling change the rate?

\textbf{Solution.} Measure displacements in thermal units, $\mathbf q=\sqrt{kT}\,\mathbf s$. Around either stationary point $V/kT$ is a constant plus a quadratic form in $\mathbf s$, a cubic term proportional to $\sqrt{kT}$ and a quartic term proportional to $kT$. The cubic term averages to zero at first order because it is odd. Its square and the quartic term both give corrections of order $kT$, so the relative correction starts linearly in $T$.

For quantized vibrations let $u=h\nu/kT$. A classical mode has partition function $1/u$. A quantum one has $\sum_{n\ge0}e^{-u(n+1/2)}=1/(2\sinh\frac u2)$. The ratio is $(u/2)/\sinh(u/2)$. The rate carries the saddle modes above and the well modes below, so it is multiplied by
\begin{equation}
Q=\frac{\prod_{i}\sinh(u_i/2)/(u_i/2)}{\prod_{j}\sinh(u_j'/2)/(u_j'/2)} .
\end{equation}

For tunnelling, take the unstable mode $\frac12(p^2-\omega_u^2q^2)$ and define $X=(p+\omega_uq)/\sqrt{2\omega_u}$ and $Y=(p-\omega_uq)/\sqrt{2\omega_u}$. Then $[X,Y]=i\hbar$ and the Hamiltonian is $\frac{\omega_u}2(XY+YX)$. Classically $Y$ decays and $X$ grows. A particle arriving from the left has $Y>0$; one leaving to the right has $X>0$, and one leaving to the left has $X<0$. At energy $E=\varepsilon\hbar\omega_u$ from the barrier top, the wave arriving from the left is $Y^{-1/2-i\varepsilon}$ for $Y>0$ and zero otherwise. Its Fourier transform is proportional to $(-iX)^{-1/2+i\varepsilon}$, whose modulus carries $e^{\pi\varepsilon/2}$ for $X>0$ and $e^{-\pi\varepsilon/2}$ for $X<0$. Transmitted and reflected probabilities thus have the ratio $e^{2\pi\varepsilon}$, and the transmission is $1/(1+e^{-2\pi\varepsilon})$.

Divide the thermal average by its classical value, and set $u_u=h\nu_u/kT$, $a=u_u/2\pi$ and $s=2\pi\varepsilon$:
\begin{equation}
\kappa_t=a\int_{-\infty}^{\infty}\frac{e^{-as}}{1+e^{-s}}ds
=\frac{\pi a}{\sin\pi a}=\frac{u_u/2}{\sin(u_u/2)},\qquad 0<a<1 .
\end{equation}
To obtain the integral $I$, compare the real line with the line shifted by $2\pi i$, where the integrand is multiplied by $e^{-2\pi ia}$. The pole between them at $s=i\pi$ has residue $e^{-i\pi a}$. So $I(1-e^{-2\pi ia})=2\pi i\,e^{-i\pi a}$, or $I=\pi/\sin\pi a$. The result diverges at $T_c=h\nu_u/2\pi k$. Near and below $T_c$ the parabola is no longer an adequate barrier.

\section*{(f) An ion beside a vacancy}

\textbf{Question.} Find $\nu^*$ and the hop rates for the following model, and size the corrections. An ion of mass 16~u moves along the hop ($x$) and sideways ($y$). A metal cage of mass 178~u is dragged along ($z$). With $g=e^{-x^2/w^2}$,
\begin{align}
V={}&B\Big(1-\frac{x^2}{a_0^2}\Big)^2+\tfrac12(k_0+k_1g)y^2-Fyg\nonumber\\
&+\tfrac12k_z(z-rx)^2 .
\end{align}
The round parameters are $B=0.75$~eV, $a_0=0.13$~nm, $w=0.07$~nm, $k_0=500$, $k_1=400$ and $k_z=1200$~eV/nm$^2$, $F=9$~eV/nm and $r=0.15$.

\textbf{Solution.} At the saddle $x=z=0$ and $g=1$. The sideways force vanishes at $y=F/(k_0+k_1)=9/900=0.010$~nm, where $V_S=0.75-9^2/(2\times900)=0.705$~eV. The minimum lies slightly below zero, and the barrier is $\Delta V=0.7051$~eV. Steepest descent from the saddle reaches the two wells, 0.26~nm apart.

Diagonalizing $K$ gives 3.861, 7.718 and 8.865~THz at the minimum. The stable saddle modes are at 4.280 and 11.725~THz, and the unstable mode has $\nu_u=4.524$~THz. Therefore
\begin{equation}
\nu^*=\frac{264.2\ {\rm THz}^3}{50.18\ {\rm THz}^2}=5.26\ {\rm THz}.
\end{equation}
This is none of the well frequencies. The determinant form gives the same value. The unstable vector has components 0.976 along $x$ and 0.218 along $z$, so the mass exponents are $-0.976^2/2=-0.476$ for the ion and $-0.218^2/2=-0.024$ for the cage.

At 300~K, $kT=0.02585$~eV and
\begin{equation}
\Gamma=5.26\times10^{12}\,e^{-0.7051/0.02585}\ {\rm s}^{-1}\approx7.5\ {\rm s}^{-1},
\end{equation}
a mean wait of 0.13~s. At 600~K, a temperature chosen to represent a hot filament, the rate is $6.3\times10^6$~s$^{-1}$ and the wait is 0.16~$\mu$s.

Integrating (\ref{flux}) numerically with the full potential gives 0.9992, 0.9984, 0.995 and 0.990 times the Vineyard rate at 50, 100, 300 and 600~K. The deficit doubles from 50 to 100~K, as the linear law requires, and the extrapolation $2\times0.99921-0.99841$ is 1.0000. For a plane tilted by $20^\circ$, equally towards both stable modes, integration at 20~K and formula (\ref{tilt}) both give a flux factor of 1.112. In 4000 trajectories released from the untilted plane at each of 300 and 600~K, the recrossing factor, by which the one-way flux must be multiplied to count only net crossings, is 1.000. These trajectories were followed until the ion first reached $|x|=a_0$, so they do not test the later energy loss. The three coordinates alone have no sink for that energy, and followed for a few picoseconds most trajectories come back across the plane. The hop rates above therefore hold only if the rest of the lattice, absent from the model, carries the energy away.

At 300~K the vibration factor is $Q=0.999$. For small $u$, $\ln[\sinh(u/2)/(u/2)]\approx u^2/24$, so the leading term of $\ln Q$ is proportional to the difference between the sums of squared frequencies at minimum and saddle. In this model the sums happen to be close, 153 and 156~THz$^2$, so this term is only $-0.003$. At 300~K $u$ reaches 1.9, and the next term of the expansion, $-u^4/2880$ per mode, adds $+0.002$ to $\ln Q$. The closeness of $Q$ to one thus belongs to this model and this temperature and is not a general rule. Tunnelling gives $\kappa_t=1.022$, and $T_c=35$~K is far below the temperatures of use.

\section*{(g) Field and lattice in a device}

\textbf{Question.} What does a field of 1~MV/cm do to an ion of charge magnitude $2e$ pushed along the hop, and how much can the rest of the lattice matter?

\textbf{Solution.} Since 1~MV/cm is 0.1~V/nm, the force is $f=0.2$~eV/nm and adds $-fx$ to $V$. At a stationary point the first-order energy change comes from this explicit term alone, so the barrier falls by about
\begin{equation}
f(x_S-x_A)=0.2\times0.130=0.0260\ {\rm eV}.
\end{equation}
The full calculation gives 0.0258~eV. The small difference is of second order: the field moves the minimum and the saddle towards each other. The attempt frequency changes from 5.26 to 5.23~THz. At 300~K the forward rate rises by
\begin{equation}
\frac{5.23}{5.26}\,e^{0.0258/0.02585}\approx2.7 ,
\end{equation}
almost entirely through the barrier. This counts the force on the ion alone. A metal cage of charge $+4e$ would be pushed the opposite way to a negative oxygen ion, with 0.4~eV/nm, while it follows the ion by 0.0195~nm from minimum to saddle. That would take about 0.008~eV off the lowering and reduce the gain to about 2.

If the cage is relaxed in position at both points but its vibration is left out of $K$, $\nu^*$ becomes 5.76~THz, 9\% above the full value. Many small shifts can matter more. Thirty further modes, each 1\% softer at the saddle, would multiply $\nu^*$ by $0.99^{-30}=1.35$. These shifts are assumed, not computed, but they show why the convergence of $\nu^*$ with the number of vibrating atoms should be checked.

The parameters are set in the rough regime of an oxygen ion hopping into a neighbouring vacancy in hafnia. They are not a computed hafnia barrier. An attempt frequency of several THz is of the order of lattice vibration frequencies in oxides. In a real oxide the barrier can depend on the vacancy's charge state and on the path, so it has to be determined for the case at hand. Real switching films are often amorphous and so break the assumption of one barrier. A rise of 0.1~eV alone slows the 300~K hop by $e^{0.1/0.02585}\approx48$, far more than any prefactor correction found here. The local field may also exceed the applied one. Doubling it would roughly square the field gain, to about 7. For this model, then, the barrier and the local field need the greatest care in a rate estimate.

\section*{Computed results}
\begin{verbatim}
half hop parameter: 0.13 nm; bare barrier: 0.75 eV
side stiffness: 500, extra: 400 eV/nm^2
side force: 9.0 eV/nm; bottleneck width: 0.07 nm
cage stiffness: 1200 eV/nm^2; drag ratio: 0.15
masses: ion 16 u, cage 178 u
minimum x, y, z (nm): -0.12998 0.00056 -0.01950
saddle x, y, z (nm): 0.00000 0.01000 0.00000
distance between minima along x: 0.2600 nm
barrier: 0.7051 eV
frequencies at minimum (THz): 3.8609 7.7182 8.8648
stable frequencies at saddle (THz): 4.2797 11.7250
unstable mode, size of imaginary frequency: 4.5240 THz
unstable mode, mass-weighted x, y, z: 0.9760 0.0000 0.2178
product at minimum: 264.165 THz^3
stable product at saddle: 50.179 THz^2
Vineyard attempt frequency: 5.2644 THz
same from determinants: 5.2644 THz
same with free heavy frame: 5.2644 THz
mass exponents for x, y, z: -0.4763 -0.0000 -0.0237
sum of mass exponents: -0.5000
full flux / Vineyard at 50 K: 0.99921
full flux / Vineyard at 100 K: 0.99841
full flux / Vineyard at 300 K: 0.99510
full flux / Vineyard at 600 K: 0.98977
extrapolated to 0 K: 1.000009
flux factor, plane tilted 20 deg, 20 K: 1.1118
flux factor, tilt formula: 1.1118
kT at 300 K: 0.02585 eV
hop rate at 300 K: 7.5254e+00 1/s
mean waiting time at 300 K: 1.3288e-01 s
recrossing factor at 300 K: 1.0000
quantum vibration factor at 300 K: 0.9990
tunnelling factor at 300 K: 1.0222
kT at 600 K: 0.05170 eV
hop rate at 600 K: 6.2942e+06 1/s
mean waiting time at 600 K: 1.5888e-07 s
recrossing factor at 600 K: 1.0000
quantum vibration factor at 600 K: 0.9994
tunnelling factor at 600 K: 1.0055
tunnelling crossover temperature: 34.6 K
field: 1.0 MV/cm; charge: 2 e
barrier in field: 0.6793 eV; lowering: 0.02580 eV
linear estimate of lowering: 0.02600 eV
attempt frequency in field: 5.2318 THz
rate gain from field at 300 K: 2.696
attempt frequency, cage vibration left out: 5.7583 THz
factor if 30 omitted modes each soften by 1 % at saddle: 1.352
\end{verbatim}
